\section*{Hydrogen coverage of Si(001) 3×1 by bond and electron counting}

\section*{Problem}

Each first-layer atom of a Si(001) surface has two bonds to the layer below. Its other two valences can form a bond to a neighbouring first-layer atom, which makes a dimer, or bonds to hydrogen. Three hydrogenated structures are considered:
\begin{itemize}
\item the $2\times1$ monohydride, with one dimer H--Si--Si--H per cell;
\item the $3\times1$ structure, in which such dimers alternate with dihydride units SiH$_2$;
\item the ideal $1\times1$ dihydride, with one SiH$_2$ per cell.
\end{itemize}
The surface is flat and every valence is saturated. Coverage $\theta$ is the number of H atoms per first-layer Si atom, so one monolayer (ML) means one H per first-layer Si atom. The lattice parameter is $a=0.5431$ nm. Rough typical bond lengths are $\ell=0.24$ nm for the dimer and $d=0.148$ nm for Si--H.

\begin{enumerate}
\item[(a)] Express 1 ML in cm$^{-2}$.
\item[(b)] Find the coverage of the three structures, and their hydrogen densities.
\item[(c)] Check that the electrons suffice to fill every bond with a pair.
\item[(d)] Does the coverage found for $3\times1$ prove that a surface has $3\times1$ order?
\item[(e)] Show in a nearest-neighbour hybrid model that filling all bonds leaves an energy gap. What changes if one H atom is missing?
\item[(f)] Compare the closest H--H distances between different Si atoms.
\item[(g)] Estimate how steps, missing hydrogen and heating change the $3\times1$ coverage.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The monolayer}

A face of the cubic cell has area $a^2$ and contains two atoms of one (001) layer. These atoms form a square lattice of side $b=a/\sqrt2=0.3840$ nm, with one atom per area $b^2=a^2/2$. Therefore
\begin{equation}
1\ \mathrm{ML}=\frac{1}{b^2}=\frac{2}{a^2}
=\frac{2}{(5.431\times10^{-8}\ \mathrm{cm})^2}
=6.78\times10^{14}\ \mathrm{cm^{-2}} .
\end{equation}
Dimerization moves atoms within the layer but does not change their number per area, so the same unit serves all three structures.

\subsection*{(b) Counting hydrogen}

Let a surface region contain $N$ first-layer atoms and $D$ dimers. After the back bonds are made, $2N$ valences remain. A dimer bond uses two of them, one on each of its atoms. Each valence still free takes one H atom:
\begin{equation}
N_{\mathrm H}=2N-2D,\qquad
\theta=\frac{N_{\mathrm H}}{N}=2-\frac{2D}{N}.
\label{eq:count}
\end{equation}
The ratio $2D/N$ is the fraction of first-layer atoms that belong to dimers. It lies between 0 and 1, so a saturated surface built from these two units has a coverage between 2 and 1 ML. The clean surface is outside this range because its remaining valences are not saturated by hydrogen.

The $2\times1$ cell has $N=2$ and $D=1$, the $3\times1$ cell has $N=3$ and $D=1$, and the $1\times1$ cell has $N=1$ and $D=0$. Hence
\begin{align}
\theta_{2\times1}&=2-\frac{2}{2}=1\ \mathrm{ML},\\
\theta_{3\times1}&=2-\frac{2}{3}=\frac43\ \mathrm{ML},\\
\theta_{1\times1}&=2-0=2\ \mathrm{ML}.
\end{align}
Multiplication by the density of one monolayer gives $6.78\times10^{14}$, $9.04\times10^{14}$ and $1.36\times10^{15}$ cm$^{-2}$. The $3\times1$ surface thus holds one third more hydrogen than the $2\times1$ surface and one third less than the ideal $1\times1$ surface.

The result is not the plain average of 1 and 2 ML, although the two units alternate. A dimer covers two lattice sites and a dihydride covers one. The average must be weighted by sites:
\begin{equation}
\theta_{3\times1}=\frac23\times1+\frac13\times2=\frac43\ \mathrm{ML}.
\end{equation}

\subsection*{(c) Counting electrons}

Silicon has four valence electrons. Each first-layer atom gives one electron to each of its two back bonds; the second-layer atoms supply the partners. Two electrons per first-layer atom remain, and each H atom brings one. The number available outside the back bonds is
\begin{equation}
n_{\mathrm{available}}=2N+N_{\mathrm H}=2N+(2N-2D)=4N-2D .
\end{equation}
There are $D$ dimer bonds and $N_{\mathrm H}$ Si--H bonds, each requiring two electrons:
\begin{equation}
n_{\mathrm{needed}}=2(D+N_{\mathrm H})
=2D+4N-4D=4N-2D .
\end{equation}
The two numbers agree for every $D$. Per cell they are 6 for $2\times1$, 10 for $3\times1$ and 4 for $1\times1$. The balance must hold, because each neutral atom brings one electron for each bond it forms. Electron counting therefore allows all three structures and does not decide which has the lowest energy.

\subsection*{(d) Coverage and order}

Suppose that a region contains $n_D$ dimers and $n_S$ dihydrides. Each unit carries two H atoms, but the units occupy two sites and one site respectively. With $p=n_D/(n_D+n_S)$, the fraction of units that are dimers,
\begin{equation}
\theta=\frac{2(n_D+n_S)}{2n_D+n_S}
=\frac{2}{1+p}.
\label{eq:units}
\end{equation}
The last form follows on dividing numerator and denominator by $n_D+n_S$ and using $2n_D+n_S=(n_D+n_S)+n_D$. For $p=1$, $1/2$ and $0$ it returns the three coverages of part (b).

Equation~(\ref{eq:units}) contains the numbers of units but not their order. Write D for a dimer and S for a dihydride. The ordered row DSDSDS, the disordered row DSSDDS and the patchy row DDDSSS all have $p=1/2$ and $\theta=4/3$ ML. The patchy row is a piece of $2\times1$ beside a piece of $1\times1$. By contrast, repetition of DDS has $p=2/3$ and $\theta=6/5$ ML.

The answer is therefore no. Ideal $3\times1$ order implies 4/3 ML, but 4/3 ML does not imply $3\times1$ order. Diffraction or microscopy is needed to establish the period.

\subsection*{(e) Filled bonds and the gap}

Consider a slab of eight Si layers whose lower face is terminated by two H atoms per Si atom. Put four orthogonal hybrid orbitals on each Si atom, one assigned to each bond, and one orbital on each H atom. The model keeps only the pattern of bonds and ignores the changes of bond length and angle near a dimer. Measure energy from the silicon p level and write the Hamiltonian as $A+B$.

The part $A$ acts within each Si atom. Every element of its $4\times4$ block, including the diagonal, is $V_1<0$. The equal combination of the four hybrids is the s orbital and has energy $4V_1$; the three p combinations have energy zero. On H orbitals $A$ is zero. Hence the expectation value of $A$ in any normalized state satisfies
\begin{equation}
-4|V_1|\le\langle A\rangle\le0 .
\end{equation}

The part $B$ couples the two orbitals of each bond by $V_2<0$. For simplicity a Si--H bond has the same coupling as a Si--Si bond, and the H level is set to zero. Each bond then gives a bonding level $-|V_2|$ and an antibonding level $+|V_2|$. If the cell has $n$ bonds, the bonding states span a space of dimension $n$, and the antibonding states span another.

Number the levels of $A+B$ upwards. By the variational principle, the $n$th level cannot exceed the largest energy expectation value in a space of dimension $n$. In the bonding space $\langle B\rangle=-|V_2|$ and $\langle A\rangle\le0$, so
\begin{equation}
E_n\le-|V_2| .
\end{equation}
Likewise, level $n+1$ cannot lie below the smallest expectation value in a space whose complement has dimension $n$. The antibonding space is such a space, and there
\begin{equation}
E_{n+1}\ge |V_2|-4|V_1| .
\end{equation}
Subtraction gives
\begin{equation}
E_{n+1}-E_n\ge 2|V_2|-4|V_1| .
\end{equation}
The two bounds do not depend on the wave vector, so they also bound the gap between the bands. The argument guarantees a gap if $|V_2|>2|V_1|$. The $n$ bands below it hold $2n$ electrons, which is the number that the saturated bonds supply.

Rough couplings for silicon, $V_1=-1.8$ eV and $V_2=-4.4$ eV, meet this condition:
\begin{equation}
2(4.4)-4(1.8)=1.6\ \mathrm{eV}.
\end{equation}
Diagonalization at a $4\times4$ grid of wave vectors gives gaps of about 2.4 eV for all three slabs. This near equality depends on the simplified hybrids. If equal sp$^3$ hybrids are instead aimed exactly along the distorted bonds, with $V_2$ unchanged, those on one atom are no longer all orthogonal, and the gaps of the two dimerized slabs are lower. The size of the drop depends on how the overlap is treated: it is about 0.6 eV if each bond term is written as $V_2$ times the product of the two aimed hybrids in the orthonormal s, p basis, and 0.4 to 0.5 eV if $V_2$ is taken as the matrix element between the non-orthogonal hybrids and their overlap is kept. The bound is not reached because no antibonding state of the slab can be a pure s state on every atom. It would need no weight on H, hence none on the hybrids bonded to H. A pure s atom has equal weight on its four hybrids, so the surface atoms would be empty, and then, bond by bond, the whole slab. The value 2.4 eV also depends on the slab thickness: for the $1\times1$ slab the gap falls to about 1.9 eV with 16 layers and 1.7 eV with 32, towards the bound of 1.6 eV. It depends as well on setting the H level to zero, which the proof of the bound also uses. In the free atoms the H level lies roughly 7 eV below the Si p level; with the H level at $-7.1$ eV the eight-layer gaps become 1.9, 1.8 and 1.6 eV for $2\times1$, $3\times1$ and $1\times1$, and are no longer nearly equal. These values belong to this crude model and are not predictions for silicon, whose bulk gap is roughly 1.1 eV.

Now remove one H atom per cell. One bond is lost, and the electron number falls from $2n$ to $2n-1$. In the calculation, $n-1$ levels lie below the middle of the former gap at every sampled wave vector. They hold $2n-2$ electrons, which leaves
\begin{equation}
(2n-1)-2(n-1)=1
\end{equation}
electron without a place among them. Its level is the new level $n$. Deleting one orbital makes the new levels interlace with the old ones, so at each wave vector this level lies no higher than the old level $n+1$. At the sampled wave vectors it therefore lies between the middle of the former gap and the old level $n+1$. In this model it is not a mid-gap state: it forms a band that runs from about 0.2 eV below the former conduction edge (0.4 eV for $1\times1$) to 0.6--0.7 eV above it, and it overlaps the next band in energy. The output line ``electrons above gap'' thus counts electrons above the middle of the former gap, not above the whole gap. An odd number of electrons per cell cannot fill a set of bands in pairs. The model serves for this count; its simplified H level and couplings do not fix the energy of a real dangling bond.

\subsection*{(f) Room for the hydrogen atoms}

Let $x$ run along the dimer bonds and $z$ outwards. In an uncanted dihydride the two Si--H bonds lie in the $xz$ plane at the tetrahedral angle $\tau$, with $\cos\tau=-1/3$. Each H atom is displaced sideways by
\begin{equation}
d\sin\frac{\tau}{2}=d\sqrt{\frac{1-\cos\tau}{2}}
=d\sqrt{\frac23}=0.121\ \mathrm{nm}.
\end{equation}
Two neighbouring dihydrides are $b$ apart, and their facing H atoms lean towards each other. Their distance is
\begin{equation}
r_{1\times1}=b-2d\sqrt{\frac23}
=0.384-0.242=0.142\ \mathrm{nm}.
\end{equation}
This is well below a rough van der Waals contact of 0.24 nm.

For the $3\times1$ surface, keep the heights of the Si atoms fixed and move each dimer atom towards its partner by $s=(b-\ell)/2=0.072$ nm. Place the dimer atoms at $x=s$ and $x=b-s$, and the dihydride Si atom at $x=2b$. From the right-hand dimer atom, the vectors to its two lower neighbours are $(s,\pm b/2,-a/4)$, of length
\begin{equation}
L=\sqrt{s^2+\frac{b^2}{4}+\frac{a^2}{16}}=0.246\ \mathrm{nm}.
\end{equation}
The unit vector to the dimer partner is $(-1,0,0)$. Let the Si--H bond point opposite to the sum of the three unit bond vectors:
\begin{equation}
\left(1-\frac{2s}{L},\,0,\,\frac{a}{2L}\right)
\approx(0.414,\,0,\,1.104).
\end{equation}
After normalization this is $(0.351,0,0.936)$. Multiplication by $d$ places the H atom 0.052 nm further out in $x$ than its Si atom, and 0.139 nm above it. The facing H atom of the dihydride is at $x=2b-0.121$ nm and at height $d\cos(\tau/2)=d/\sqrt3=0.085$ nm. The separations are
\begin{align}
\Delta x&=(2b-0.121)-(b-s+0.052)\nonumber\\
&=b+s-0.173=0.283\ \mathrm{nm},\\
\Delta z&=0.139-0.085\approx0.053\ \mathrm{nm},
\end{align}
where $\Delta z$ is taken from unrounded heights. Thus
\begin{equation}
r_{3\times1}=\sqrt{(\Delta x)^2+(\Delta z)^2}=0.288\ \mathrm{nm}.
\end{equation}
A search over all H pairs on different Si atoms confirms that this is the shortest distance. In $2\times1$ the shortest one is within a dimer, $\ell+2(0.052)=0.344$ nm.

In this fixed geometry, alternation with dimers removes the close contact of the $1\times1$ layer. The comparison shows crowding, not an energy. A real dihydride can tilt, and the Si atoms can relax.

\subsection*{(g) Departures from the ideal count}

\paragraph{Steps.} Take a miscut of $0.2^\circ$ with steps one atomic layer high, $a/4$. The terrace width is
\begin{equation}
w=\frac{a/4}{\tan0.2^\circ}=38.9\ \mathrm{nm}.
\end{equation}
For steps that run along the atomic rows, which are $b$ apart, the fraction of surface atoms at step edges is $b/w=0.99\,\%$. If each edge atom carries one H more or one fewer than the flat structure assigns to it, and nothing else changes, the coverage changes by about 0.01 ML. This is a scale, not a prediction: the net change depends on the edge structure, and contributions from neighbouring sites can cancel.

\paragraph{Missing hydrogen.} If 1\,\% of the H atoms are absent, the loss is $0.01\times4/3=0.013$ ML. Each isolated neutral vacancy also leaves an unpaired electron. In doped silicon the dangling bond can instead be charged, holding no electron or two. A defect hardly visible in the coverage can therefore matter electronically.

\paragraph{Heating.} Two dihydrides can become one monohydride dimer and release a molecule:
\begin{equation}
2\,\mathrm{SiH_2}\longrightarrow
\mathrm{H\!-\!Si\!-\!Si\!-\!H}+\mathrm{H_2}.
\end{equation}
Let $\sigma$ be the fraction of first-layer atoms in dihydrides. These carry two H atoms each and the others carry one, so $\theta=2\sigma+(1-\sigma)=1+\sigma$. Assume first-order loss, $d\sigma/dt=-k\sigma$, starting from $\sigma=1/3$. Then
\begin{equation}
\theta(t)=1+\frac13e^{-kt},\qquad
k=\nu e^{-E/k_{\mathrm B}T}.
\end{equation}
With the rough values $E=2.0$ eV and $\nu=10^{13}$ s$^{-1}$, $k=6.3\times10^{-13}$ s$^{-1}$ at 400 K. The loss in ten minutes is negligible. At 650 K, $k=3.1\times10^{-3}$ s$^{-1}$ and $kt=1.87$, so the coverage falls to 1.05 ML.

The second figure is sensitive to the barrier. At 650 K, $k_{\mathrm B}T=0.056$ eV, and a change of 0.1 eV in $E$ changes $k$ by a factor $e^{0.1/0.056}\approx6$. The coverage after ten minutes could then be anywhere from about 1.0 to 1.24 ML. The contrast between the two temperatures survives this uncertainty. The order of the rate law is itself an assumption, since the reaction consumes two dihydrides: a second-order law $d\sigma/dt=-k\sigma^2$ with the same $k$ leaves about 1.2 ML at 650 K instead of 1.05 ML. The rate law also leaves out the rearrangement that brings separated dihydrides of a $3\times1$ row together, and the loss of hydrogen from the monohydride. Depending on its own rate, the latter need not be negligible at 650 K beside the remaining 0.05 ML of dihydride excess.

\paragraph{The real surface.} Exposure to atomic hydrogen typically gives the $3\times1$ structure near 400 K and the $2\times1$ monohydride near 600 K; these temperatures are rough. The rate law above, with its rough parameters, would remove only about a tenth of the dihydride in ten minutes at 600 K, so it should not be used to locate the change from one structure to the other. Near room temperature, a heavily exposed surface is usually a disordered mixture with some etching, not a perfect $1\times1$ dihydride. A single ideal structure is then a poor assumption. By $\theta=1+\sigma$, if 10\,\% of the first-layer atoms are in dimers instead of dihydrides, the coverage drops by 0.1 ML, from 2 to 1.9 ML. This exceeds the step and vacancy corrections estimated above. Etching, which removes Si atoms as well, needs a separate count. The numerical output below lists the values for the three structures and the estimates for steps, missing hydrogen and heating.

\section*{Computed results}
\begin{verbatim}
Si lattice parameter a = 0.5431 nm
surface cell side b = 0.3840 nm
1 ML = 6.781e+14 cm^-2
dimer length (rough input) = 0.240 nm
Si-H length (rough input) = 0.148 nm
H-H contact (rough input) = 0.240 nm
model couplings (rough input): V1 = -1.8, V2 = -4.4 eV
lower bound of model gap = 1.60 eV
2x1: Si sites 2, dimers 1, H atoms 2 per cell
2x1: coverage = 1.0000 ML = 6.781e+14 cm^-2
2x1: electrons outside back bonds = 6, needed by bonds = 6
2x1: shortest H-H, different Si = 0.344 nm
2x1: slab electron pairs = 35, model gap = 2.44 eV
2x1: one H removed, electrons above gap = 1
3x1: Si sites 3, dimers 1, H atoms 4 per cell
3x1: coverage = 1.3333 ML = 9.041e+14 cm^-2
3x1: electrons outside back bonds = 10, needed by bonds = 10
3x1: shortest H-H, different Si = 0.288 nm
3x1: slab electron pairs = 53, model gap = 2.43 eV
3x1: one H removed, electrons above gap = 1
1x1: Si sites 1, dimers 0, H atoms 2 per cell
1x1: coverage = 2.0000 ML = 1.356e+15 cm^-2
1x1: electrons outside back bonds = 4, needed by bonds = 4
1x1: shortest H-H, different Si = 0.142 nm
1x1: slab electron pairs = 18, model gap = 2.40 eV
1x1: one H removed, electrons above gap = 1
3x1 / 2x1 hydrogen ratio = 1.3333
3x1 / 1x1 hydrogen ratio = 0.6667
disordered row DSSDDS: coverage = 1.3333 ML
patchy row DDDSSS: coverage = 1.3333 ML
dimer-rich row DDS: coverage = 1.2000 ML
miscut (input) = 0.2 degree
terrace width = 38.9 nm
surface atoms at step edges = 0.99 %
coverage change if 1 H differs per edge atom = 0.0099 ML
coverage loss for 1 % missing H = 0.0133 ML
desorption (rough input): 2.0 eV, 1e+13 s^-1
annealing time (input) = 600 s
400 K: rate = 6.33e-13 s^-1, coverage after annealing = 1.3333 ML
650 K: rate = 3.11e-03 s^-1, coverage after annealing = 1.0515 ML
\end{verbatim}
